# Picosecond Brillouin oscillations at normal incidence: derivation of the frequency

Q: A short laser pulse launches sound into a solid. A second, delayed pulse is reflected from it, and its reflectance oscillates with delay. Nothing in the solid need be vibrating periodically: one strain pulse simply travels away. Where can an oscillation come from?

A: From the interference of two reflected waves. One comes from the surface, which stays put. The other is scattered by the strain pulse, whose depth grows with delay, so the phase between the two grows too. To turn this picture into a frequency we need the phase and amplitude of the scattered wave.

Let the medium fill $z>0$, with vacuum at $z<0$. Its complex refractive index is $N=n+i\kappa$, its dielectric function $\varepsilon=N^2$. The probe has angular frequency $\omega$ and vacuum wavelength $\lambda$, arrives along $+z$, and varies as $e^{-i\omega t}$, so that $\kappa>0$ means absorption. The strain is
$$\eta(z,t)=\eta_0(z-vt),$$
a pulse of fixed shape moving inward at constant speed $v$, with expansion counted positive. To first order it changes the dielectric function by
$$\delta\varepsilon(z,t)=P\,\eta(z,t),\qquad P=\frac{d\varepsilon}{d\eta}.$$
I assume a local response and a symmetry that leaves the probe polarization unchanged.

Q: The dielectric function then depends on time. You cannot just write down the wave equation of a static medium.

A: Not without an approximation. In Gaussian units, for a nonmagnetic medium, Maxwell's equations give
$$\frac{\partial^2 \mathcal E}{\partial z^2}=\frac{1}{c^2}\frac{\partial^2}{\partial t^2}\big[(\varepsilon+\delta\varepsilon)\mathcal E\big].$$
Sound is far slower than light, so I freeze the pulse while light crosses the region between it and the surface. Each delay $t$ then labels a separate static problem with $\mathcal E=E(z)e^{-i\omega t}$:
$$E''+k_0^2(\varepsilon+\delta\varepsilon)E=0,\qquad k_0=\frac{\omega}{c}=\frac{2\pi}{\lambda}.$$
The error of freezing should be of relative order $nv/c$; that estimate can be checked once there is a frequency to correct.

Q: Begin without strain, then, so that the surface wave is fixed.

A: In vacuum the unperturbed field is $E_0=e^{ik_0z}+r_0e^{-ik_0z}$. Inside it is $E_0=t_0e^{ikz}$ with $k=Nk_0$. At normal incidence $E$ and $E'$ are continuous at $z=0$, hence
$$1+r_0=t_0,\qquad 1-r_0=Nt_0.$$
Adding the two gives $2=(1+N)t_0$, and the first then gives $r_0$:
$$t_0=\frac{2}{1+N},\qquad r_0=\frac{1-N}{1+N}.$$

Q: Now add the strain. I would distrust an argument that puts a little mirror at $z=vt$, since the pulse has a width and a shape.

A: No mirror is needed. Let $E$ be the field with strain, which in vacuum is $e^{ik_0z}+re^{-ik_0z}$. Compare it with $E_0$ through the Wronskian
$$W=E_0E'-EE_0'.$$
On differentiating, the products $E_0'E'$ cancel. The two wave equations then give
$$W'=E_0E''-EE_0''=-k_0^2(\varepsilon+\delta\varepsilon)E_0E+k_0^2\varepsilon EE_0=-k_0^2\,\delta\varepsilon\,E_0E.$$
Beyond the pulse both fields are outgoing waves proportional to $e^{ikz}$, so $W=0$ there. At the surface, the vacuum forms give
$$W(0)=ik_0\big[(1+r_0)(1-r)-(1+r)(1-r_0)\big].$$
The bracket expands to $(1-r+r_0-r_0r)-(1-r_0+r-rr_0)=2r_0-2r$. Therefore $W(0)=-2ik_0(r-r_0)$.

Integrating $W'$ from the surface to a point beyond the pulse,
$$0-W(0)=2ik_0(r-r_0)=-k_0^2\int_0^\infty\delta\varepsilon\,E_0E\,dz.$$
Division by $2ik_0$, with $-1/i=i$, yields
$$r-r_0=\frac{ik_0}{2}\int_0^\infty\delta\varepsilon\,E_0E\,dz.$$
For the frozen problem this is an identity, not yet an expansion in strain.

Q: But it contains the unknown field $E$.

A: That field differs from $E_0$ by a term of first order in $\delta\varepsilon$. Since $\delta\varepsilon$ already stands in the integral, replacing $E$ by $E_0$ costs an error of second order. With $E_0=t_0e^{ikz}$ inside,
$$\delta r=\frac{ik_0}{2}t_0^2P\int_0^\infty\eta_0(z-vt)\,e^{2ikz}\,dz.$$
The factors have a direct reading. One $t_0e^{ikz}$ brings the light to depth $z$; the second, by reciprocity, takes the scattered light back out. The phase is $2kz$ because the path is travelled twice.

Now set $s=z-vt$. Once the pulse is wholly inside, the integral over $s$ may run over the whole line:
$$\int_0^\infty\eta_0(z-vt)e^{2ikz}dz=e^{2ikvt}\,\tilde\eta(2k),\qquad \tilde\eta(q)=\int_{-\infty}^{\infty}\eta_0(s)e^{iqs}ds.$$
So
$$\delta r(t)=\frac{ik_0}{2}t_0^2P\,\tilde\eta(2k)\,e^{2ikvt}.$$
The pulse shape sits in a constant factor, the delay in the exponential.

Q: An exponential of modulus one is not an oscillating intensity. If $\kappa=0$, then $|\delta r|^2$ is constant.

A: It is, and that is why the surface wave matters. The reflectance is
$$R=|r_0+\delta r|^2=|r_0|^2+2\,\mathrm{Re}(r_0^*\delta r)+|\delta r|^2.$$
I drop the last term as second order and divide by $R_0=|r_0|^2$. Because $r_0^*/|r_0|^2=1/r_0$,
$$\frac{\Delta R}{R_0}=2\,\mathrm{Re}\frac{\delta r}{r_0}.$$
The surface coefficients combine as
$$\frac{t_0^2}{r_0}=\frac{4}{(1+N)^2}\,\frac{1+N}{1-N}=\frac{4}{1-N^2},$$
which gives
$$\frac{\Delta R}{R_0}=\mathrm{Re}\left[\frac{4ik_0P}{1-N^2}\,\tilde\eta(2k)\,e^{2ikvt}\right].$$
Insert $k=(n+i\kappa)k_0$ in the exponential:
$$e^{2ikvt}=e^{2ink_0vt}\,e^{-2\kappa k_0vt}.$$
If $A$ and $\phi$ are the modulus and phase of the prefactor, the signal is
$$\frac{\Delta R}{R_0}=A\,e^{-\alpha vt}\cos(2nk_0vt+\phi),\qquad \alpha=2\kappa k_0=\frac{4\pi\kappa}{\lambda}.$$
The oscillation frequency is the rate of phase advance divided by $2\pi$:
$$f=\frac{2nk_0v}{2\pi}=\frac{2nv}{\lambda}.$$
Here $\lambda$ is the vacuum wavelength and $n$ the phase index at that wavelength.

Q: Can I see the factor of two without the algebra?

A: One period is $T=1/f=\lambda/(2nv)$. In that time the pulse moves $vT=\lambda/(2n)$, half an optical wavelength in the medium. The round trip to the pulse has grown by twice this, $\lambda/n$, a full wavelength in the medium, and the two waves are back in step.

The decay can be read in the same way. The absorption coefficient $\alpha$ refers to intensity, so a field loses a factor $e^{-\alpha z/2}$ on one passage and $e^{-\alpha z}$ on the round trip. The interference term is linear in the scattered field, hence $e^{-\alpha vt}$.

Q: You blame the surface reflection for the oscillation. What if I remove it?

A: Take $\kappa=0$ and fill the outer half-space with a medium of the same index $n$. Then $r_0=0$ and $E_0=e^{ikz}$ everywhere. In the Wronskian argument the outer wavenumber $k_0$ becomes $nk_0$, so $W(0)=-2ink_0\,\delta r$, and
$$\delta r=\frac{ik_0}{2n}P\,\tilde\eta(2k)e^{2ikvt},\qquad R=|\delta r|^2=\left|\frac{k_0P\tilde\eta(2k)}{2n}\right|^2.$$
Light still returns, but its intensity does not oscillate. In this frozen, uniform medium the conclusion does not depend on weak strain: shifting the whole pulse by $d$ multiplies $r$ by $e^{2ikd}$, which has modulus one.

Q: And if the surface reflects but the pulse has an awkward shape?

A: The signal samples the pulse at one wavenumber, $q=2nk_0$ when $\kappa=0$. If $\tilde\eta(q)$ vanishes, so does the first-order oscillation. A rectangular pulse of strain $\eta_m$ and length $L$ has
$$\tilde\eta(q)=\eta_m\int_{-L/2}^{L/2}e^{iqs}ds=\frac{2\eta_m}{q}\sin\frac{qL}{2}.$$
For $L=\lambda/(2n)$ one has $qL=2\pi$ and the sine is zero: waves scattered from its different slices cancel. For half that length the sine is one and the amplitude is greatest.

This also settles what is "vibrating". A short pulse contains many acoustic wavenumbers, and the light selects the one whose wavelength is $2\pi/q=\lambda/(2n)$. Its frequency is $v$ divided by that wavelength, again $2nv/\lambda$.

Q: Then what if sound itself is dispersive? The pulse spreads, and there is no single $v$.

A: For $\kappa=0$ the derivation extends easily. Write the inward-moving strain as
$$\eta(z,t)=\int\frac{dq}{2\pi}\,a(q)\,e^{-i[qz-\Omega(q)t]}.$$
The integral needed in $\delta r$ picks out one component:
$$\int\eta(z,t)e^{2ikz}dz=a(2k)\,e^{i\Omega(2k)t}.$$
So $f=\Omega(2nk_0)/2\pi$. If we still write $f=2nv/\lambda$, then $v=\Omega/q$ is the acoustic phase velocity at $q=2nk_0$, not the speed of the pulse envelope.

Q: Suppose the pulse has been reflected deeper down and is coming back.

A: Let its shape be $\eta_0(z+vt-z_1)$, with $z_1$ constant. The substitution $s=z+vt-z_1$ gives the factor $e^{2ik(z_1-vt)}$. The real part has the same frequency, but its amplitude now contains $e^{+\alpha vt}$: the signal grows as the pulse approaches. Without absorption, the frequency and envelope of the reflectance do not reveal the direction, as long as the pulse is treated as frozen; its motion shifts the frequency by a relative amount of order $nv/c$, with opposite signs for the two directions.

Q: Let me see numbers. Symbols can hide a missing factor.

A: Take a model medium with round parameters: $n=2$, $\kappa=0.02$, $v=6000$ m/s, $\lambda=800$ nm, $P=-3$. The frequency is
$$f=\frac{2\times2\times6000\ \mathrm{m/s}}{800\times10^{-9}\ \mathrm m}=3.0\times10^{10}\ \mathrm{s^{-1}}=30\ \mathrm{GHz}.$$
The period is 33.3 ps and the selected acoustic wavelength is $800/(2\times2)=200$ nm.

For the strain I choose compression followed by expansion,
$$\eta_0(s)=-\eta_m\sqrt e\,\frac{s}{\sigma}\,e^{-s^2/2\sigma^2},\qquad \eta_m=10^{-4},\quad\sigma=30\ \mathrm{nm}.$$
The factor $\sqrt e$ makes the largest $|\eta_0|$, reached at $s=\pm\sigma$, equal to $\eta_m$. To transform it, start from $\int e^{-s^2/2\sigma^2}e^{iqs}ds=\sqrt{2\pi}\,\sigma e^{-q^2\sigma^2/2}$. Applying $-i\,d/dq$ puts a factor $s$ under the integral and gives $i\sqrt{2\pi}\,q\sigma^3e^{-q^2\sigma^2/2}$ on the right. Hence
$$\tilde\eta(q)=-i\eta_m\sqrt{2\pi e}\,q\sigma^2e^{-q^2\sigma^2/2}.$$
At $q=2Nk_0$ this is very nearly $-7.495\times10^{-3}\,i$ nm; its real part is about a thousand times smaller.

With $k_0=0.007854\ \mathrm{nm^{-1}}$ and $|P/(1-N^2)|\approx1$, the amplitude extrapolated to $t=0$ is
$$A\approx4\times0.007854\times1\times7.495\times10^{-3}\approx2.35\times10^{-4}.$$
It is an extrapolation because at $t=0$ the pulse centre is at the surface, and the formula needs $vt\gg\sigma$.

Q: Give me one point of the trace, including the damping.

A: At $t=100$ ps the centre is 600 nm deep, or $20\sigma$, and three periods have passed. The absorption coefficient is $\alpha=4\pi\times0.02/(0.8\ \mu\mathrm m)=0.314\ \mu\mathrm m^{-1}$, so the decay time $1/(\alpha v)$ is 530 ps. The prefactor has phase $\phi=-0.0255$ rad. Thus
$$\frac{\Delta R}{R_0}=2.354\times10^{-4}\,e^{-100/530.5}\cos(6\pi-0.0255)\approx1.95\times10^{-4}.$$

A layer-by-layer solution of the frozen wave equation, which does not replace $E$ by $E_0$, gives the same value to the digits shown. Over the computed trace the largest difference is $1.1\times10^{-4}$ of the largest signal. The neglected term $|\delta r|^2/R_0$ accounts for part of it. Since $A=2|\delta r/r_0|$ at the extrapolated origin, that term is at most $A^2/4$, or $A/4\approx6\times10^{-5}$ relative to $A$. The remainder combines the second-order part of $\delta r$, dropped when $E$ was replaced by $E_0$, with the error of the finite layers. Holding the strain constant over a layer of thickness $d=1$ nm weakens the selected Fourier component by a fraction $(2nk_0d)^2/24\approx4\times10^{-5}$. The frequency and decay time extracted from this solution agree with 30 GHz and 530 ps, and two other choices of $n$, $v$ and $\lambda$ also follow the law, as the numerical output shows.

Q: Did you also compute the two cases in which the signal should vanish?

A: Yes, both with $\kappa=0$. In the index-matched case the mean reflectance is $1.949\times10^{-9}$, in agreement with $|\delta r|^2$, and its relative variation in time is $2\times10^{-10}$. The pulse scatters, but there is no beat.

With the vacuum surface restored, a rectangular pulse of strain $10^{-4}$ and length 100 nm gives an amplitude $2.0\times10^{-4}$. One of length 200 nm gives $2.4\times10^{-8}$.

Q: That last value is small but not zero. Is it numerical dirt?

A: Its size follows from second-order physics. Inside the rectangle $n$ changes by $\delta n=P\eta_m/(2n)=-7.5\times10^{-5}$. The waves from its two faces have opposite signs and differ in phase by $2\varphi$, where $\varphi=(n+\delta n)k_0L$. Their sum is proportional to $|1-e^{2i\varphi}|=2|\sin\varphi|$. For 100 nm, $\varphi\approx\pi/2$ and this is 2. For 200 nm, $\varphi=\pi(1+\delta n/n)$ and it is about $2\pi|\delta n|/n$. The ratio is
$$\frac{\pi|\delta n|}{n}=\frac{\pi\times7.5\times10^{-5}}{2}\approx1.2\times10^{-4},$$
and $1.2\times10^{-4}\times2.0\times10^{-4}=2.4\times10^{-8}$, as found. The strained slab is no longer quite half an optical wavelength thick.

Q: Return to the frozen pulse. A moving reflector shifts the frequency of light, yet you solved every delay at one $\omega$.

A: The shift is hidden in the slow phase of $\delta r$. Multiply it by the optical factor:
$$e^{-i\omega t}e^{2ink_0vt}=e^{-i(\omega-2nk_0v)t}.$$
The scattered wave is lowered in frequency, and $f$ is its beat with the surface wave.

To include the motion properly, take $\kappa=0$ and no optical dispersion. Let the backscattered wave have frequency $\omega'$ and wavenumber $k'=n\omega'/c$. At a fixed point of the pulse, $z=vt$ plus a constant, the incoming phase varies as $-(\omega-kv)t$ and the outgoing one as $-(\omega'+k'v)t$. The strain pattern is constant in time at that point, so these rates must agree:
$$\omega-kv=\omega'+k'v.$$
With $\beta=nv/c$ this reads $\omega(1-\beta)=\omega'(1+\beta)$. Hence
$$\omega-\omega'=\omega\left(1-\frac{1-\beta}{1+\beta}\right)=\frac{2\beta\omega}{1+\beta}.$$
Divide by $2\pi$ and use $\omega/2\pi=c/\lambda$:
$$f_{\rm moving}=\frac{2nv}{\lambda}\,\frac{1}{1+nv/c}.$$
The relative error of freezing is indeed of order $nv/c$. Here $\beta=4.0\times10^{-5}$, which lowers 30 GHz by 1.2 MHz.

Q: Such a small correction is hard to verify.

A: It can be enlarged artificially. A time-domain Maxwell simulation with $n=1.5$ and $v/c=0.02$ gives a beat of 0.0583 in units of $c/\lambda$. The corrected formula gives $0.0600/1.03=0.0583$; the uncorrected one gives 0.0600. The simulation lies less than 0.1 % above the corrected value, as expected from its grid. With 40 cells per wavelength in the medium and a time step equal to 0.6 of the time light needs to cross a cell there, the numerical wavenumber is too large by a fraction $(\pi/40)^2(1-0.6^2)/6\approx7\times10^{-4}$, and the beat rises by slightly less, about $6\times10^{-4}$, partly because the scattered wave has a lower frequency and a smaller grid error.

Q: The probe is itself a pulse. Does its duration not spoil the interference?

A: It can, in two opposite ways. If the probe is too long, it averages over the oscillation. A Gaussian intensity profile $e^{-t^2/2\tau^2}$ multiplies the amplitude by its normalized Fourier transform, $e^{-(2\pi f\tau)^2/2}$, so we need $2\pi f\tau\ll1$.

If the probe is too short, its spectrum is broad. A spread $\delta k_0$ changes the phase $2nk_0vt$ by $2nvt\,\delta k_0$, which must remain small if all colours are collected by one detector. For a pulse with $\delta k_0\sim1/(c\tau)$ and negligible optical dispersion, this requires $2nvt/c\ll\tau$. The left side is the extra travel time to the strain pulse and back; the two reflected light pulses must overlap in time. For a given depth, the useful durations lie between these limits.

Q: Surfaces move when sound leaves them. Where is that motion?

A: It is absent because I take the surface to be at rest during observation. With $\eta=\partial u/\partial z$ and no displacement at great depth, the surface displacement is $u(0)=-\int_0^\infty\eta\,dz$. This is constant once the pulse is inside, and zero for the pulse above, whose positive and negative parts cancel. Even a constant displacement $u_0$ merely changes $r_0$ to $r_0e^{2ik_0u_0}$, leaving $|r_0|^2$ unchanged. While the pulse is leaving or striking the surface, the trace needs a separate treatment. A slow thermal change of reflectance is also outside this calculation and must be distinguished from the oscillation.

Q: If I measure $f$, have I measured the sound speed?

A: At normal incidence you have measured the product $nv=f\lambda/2$. At an angle $\theta$ in vacuum only the normal component of the wavevector enters the phase, and $n$ is replaced by $\sqrt{n^2-\sin^2\theta}$, about 3 % smaller at $30^\circ$ for $n=2$. The speed is $v=f\lambda/(2n)$, so with $f$ and $\lambda$ fixed, an index taken 1 % too high gives a speed about 1 % too low.

Absorption limits how well $f$ can be read. The number of periods within one decay time is
$$\frac{f}{\alpha v}=\frac{2nv}{\lambda}\,\frac{\lambda}{4\pi\kappa v}=\frac{n}{2\pi\kappa},$$
independent of $v$ and, for given $n$ and $\kappa$, of $\lambda$. The model medium gives $2/(2\pi\times0.02)\approx16$. This counts optical absorption only. In a nearly transparent medium other limits take over: with the same $n$, $v$ and $\lambda$, a transform-limited probe of 100 fs full width loses overlap and the signal falls to $1/e$ after about 1.5 ns, or 45 periods, and acoustic damping, excluded here by the fixed pulse shape, shortens the trace further. When $\kappa$ approaches $n/2\pi$, the signal fades within about one period and a frequency is poorly defined. A film must likewise be thick enough: each full period requires the pulse to travel $\lambda/(2n)$ before it meets the next interface. Within a uniform layer, and with the conditions above, the period is set by this distance and by $v$, whatever the strength of the pulse in the first-order regime.

## Values computed for the example and the checks

```
index n = 2.00, kappa = 0.020
vacuum wavelength = 800 nm
sound speed = 6000 m/s
P = d(epsilon)/d(strain) = -3.0
peak strain = 1.0e-04, width parameter = 30 nm
k0 = 0.007854 1/nm
2 n k0 = 0.031416 1/nm
r0 = -0.33336 -0.00444 i
t0 = 0.66664 -0.00444 i
bare reflectance R0 = 0.11115
pulse transform eta_q = 8.372e-06 -7.495e-03 i nm
Brillouin frequency 2nv/lambda = 30.0000 GHz
frequency from full wave solution = 30.0001 GHz
period = 33.333 ps
acoustic wavelength lambda/(2n) = 200.0 nm
absorption coefficient alpha = 0.3142 1/um
decay time 1/(alpha v) = 530.5 ps
decay time from full wave solution = 530.5 ps
dR/R0 amplitude extrapolated to t=0 = 2.3542e-04
dR/R0 phase at t=0 = -0.0255 rad
dR/R0 at t = 100 ps, derived = 1.9491e-04
dR/R0 at t = 100 ps, full = 1.9491e-04
largest trace error / largest signal = 1.1e-04
n=1.5, v=5000 m/s, lambda=400 nm: full 37.500 GHz, law 37.500 GHz
n=3.0, v=8000 m/s, lambda=600 nm: full 80.000 GHz, law 80.000 GHz
index-matched, kappa=0: mean reflectance = 1.9488e-09
index-matched, kappa=0: derived |dr|^2 = 1.9489e-09
index-matched: relative spread in time = 1.7e-10
box 100 nm, kappa=0: dR/R0 amplitude = 2.0001e-04
box 200 nm, kappa=0: dR/R0 amplitude = 2.4e-08
fast-pulse simulation: n = 1.5, v/c = 0.02
simulated beat = 0.05829 c/lambda
beat with Doppler correction = 0.05825 c/lambda
beat without correction = 0.06000 c/lambda
n v/c in the worked example = 4.003e-05
Doppler lowering of f in the example = 1.201 MHz
```
